# Effective Nuclear Charges for Spin-Orbit Splittings: Carbon to Fluorine and Hydrides

**Setting.** Koseki's one-electron operator replaces the spin-orbit part of the Breit-Pauli Hamiltonian by

$$H_K=\frac{\alpha^2}{2}\sum_i\sum_A Z_{\mathrm{eff},A}\,\frac{\mathbf l_{iA}\cdot\mathbf s_i}{r_{iA}^3}.$$

The charges are to be fitted to atoms from carbon to fluorine and then used in diatomic hydrides. Hartree atomic units are used, with splittings in cm⁻¹ and $g=2$. The operator to be imitated is $H_{SO}+H_{SS}$, where $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$ and

$$H_{SO}=\frac{\alpha^2}{2}\Big[\sum_{i,A}Z_A\frac{\mathbf l_{iA}\cdot\mathbf s_i}{r_{iA}^3}-\sum_{i\ne j}\mathbf G_{ij}\cdot(\mathbf s_i+2\mathbf s_j)\Big],\qquad \mathbf G_{ij}=\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3},$$

$$H_{SS}=\alpha^2\sum_{i<j}\Big[\frac{\mathbf s_i\cdot\mathbf s_j}{r_{ij}^3}-\frac{3(\mathbf s_i\cdot\mathbf r_{ij})(\mathbf s_j\cdot\mathbf r_{ij})}{r_{ij}^5}\Big].$$

The spin-spin contact term is omitted because it shifts a term without splitting it. All splittings are first order within one term. The orbitals are real restricted Hartree-Fock orbitals, averaged over the spatial components of the term.

## (a) One open electron and one hole

**Question.** Reduce $H_{SO}$ to a one-electron operator in the field of closed shells. Find the constant $A$ in $A\,\mathbf L\cdot\mathbf S$ for $p^5$, and in $A\,L_zS_z$ for $\pi^1$ and $\pi^3$.

**Answer.** Write $\mathbf g(pq|rs)$ for the integral of $\mathbf G_{12}$ in which electron 1 goes from $q$ to $p$ and electron 2 from $s$ to $r$. $\mathbf G_{12}$ is Hermitian and purely imaginary, so with real orbitals $\mathbf g$ changes sign when $p$ and $q$ are exchanged. Hence $\mathbf g(cc|rs)=0$.

Each pair contributes

$$w_{12}=-\frac{\alpha^2}{2}\big[\mathbf G_{12}\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf G_{21}\cdot(\mathbf s_2+2\mathbf s_1)\big].$$

Let electron 2 occupy a closed orbital $c$ and sum over its two spins.

- In the direct term the trace of $\mathbf s_2$ vanishes and $\mathbf s_1$ gains a factor 2. The $\mathbf G_{21}$ part contains $\mathbf g(cc|pq)=0$. What remains is $2\mathbf g(pq|cc)\cdot\mathbf s$.
- In the exchange term the spin sum turns either spin operator into $\mathbf s$ of the open electron, so $\mathbf s_1+2\mathbf s_2\to3\mathbf s$. Both $\mathbf G$ operators contribute, with a minus sign from antisymmetry.

The effective operator is therefore $\mathbf h\cdot\mathbf s$ with

$$\mathbf h_{pq}=\sum_AZ_A\mathbf k^A_{pq}-\frac{\alpha^2}{2}\sum_c\big[2\mathbf g(pq|cc)-3\mathbf g(pc|cq)-3\mathbf g(cq|pc)\big],$$

where $\mathbf k^A=(\alpha^2/2)\,\mathbf l_A/r_A^3$. The first two-electron term is the electrostatic field of the closed shells, which for the spherical shells of an atom is screening by the enclosed charge. The others come from exchange, including its spin-other-orbit part.

By symmetry, $\mathbf h\cdot\mathbf s$ acts as $\lambda\,\mathbf l\cdot\mathbf s$ inside a $p$ shell and as $\lambda\,l_zs_z$ inside a $\pi$ shell. Call the constant $\lambda_{core}$ if the sum over $c$ covers the closed shells, and $\lambda_{full}$ if it also counts the open shell as filled.

For $\pi^1$, the state $\pi_+\alpha$ has energy $\lambda_{core}/2$. Since $L_zS_z=1/2$, $A=\lambda_{core}$.

For one hole, start from the filled shell, whose spin-orbit energy is zero, and remove the electron in $p_-\beta$ or $\pi_-\beta$. This state has $M_L=1$, $M_S=1/2$. The removed electron had energy $\lambda_{full}(-1)(-\tfrac12)=\lambda_{full}/2$, so the remaining energy is $-\lambda_{full}/2=A/2$. Thus

$$A(\pi^1)=\lambda_{core},\qquad A(\pi^3)=A(p^5)=-\lambda_{full}.$$

In the hydrides $A=E_{\Omega=3/2}-E_{\Omega=1/2}$.

## (b) The two ³P terms

**Question.** Find $A$ for the ³P terms of $p^2$ and $p^4$. Determine the sign of any contribution that part (a) did not contain.

**Answer.** For $p^2$ take the determinant $|p_+\alpha\,p_0\alpha|$, with $M_L=M_S=1$. Here $\mathbf L\cdot\mathbf S$ has the diagonal value 1, so its spin-orbit energy is $A$. The one-electron part gives $\lambda_{core}/2$ from $p_+\alpha$ and nothing from $p_0\alpha$. The two open electrons also interact, with an energy $W$:

$$A(p^2)=\tfrac12\lambda_{core}+W.$$

For $p^4$ remove $p_-\beta$ and $p_0\beta$ from the filled shell. Subtracting their two mean-field energies removes their mutual interaction twice, so it must be added back once. Time reversal makes it equal to that of $p_+\alpha$ and $p_0\alpha$. Hence

$$A(p^4)=-\tfrac12\lambda_{full}+W.$$

To evaluate $W$, note that both spins point up, so each spin factor is $3/2$. Let $\mathbf r=\mathbf r_1-\mathbf r_2$, and let $\mathbf p_{rel}=(\mathbf p_1-\mathbf p_2)/2$ be its conjugate momentum. Then $\mathbf G_{12}+\mathbf G_{21}=\mathbf r\times(\mathbf p_1-\mathbf p_2)/r^3=2\boldsymbol\ell/r^3$, where $\boldsymbol\ell=\mathbf r\times\mathbf p_{rel}$, and

$$W=-\frac{3\alpha^2}{2}\Big\langle\frac{\ell_z}{r^3}\Big\rangle.$$

The spatial function is $f\,(\mathbf r_1\times\mathbf r_2)_+$, with $f$ real and dependent on $r_1$ and $r_2$ alone. With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, the cross product is $\mathbf u=\mathbf r\times\mathbf R$. Apart from a factor $i$, its plus component is $v=zR_+-Zr_+$.

The operator $\ell_z$ acts on $\mathbf r$ alone, so $\ell_zv=-Zr_+$. Its action on $f$ gives an imaginary contribution, which cannot survive in a real expectation value. We need

$$\mathrm{Re}\,(v^*\ell_zv)=Z^2(x^2+y^2)-zZ(xX+yY).$$

Average this over joint rotations, under which $f$ and $r$ do not change. Write $\mathbf r=r\mathbf n$ and $\mathbf R=a\mathbf n+b\mathbf e$, with unit vectors $\mathbf e\perp\mathbf n$. The averages needed are $\langle n_z^2\rangle=\langle e_z^2\rangle=1/3$, $\langle n_z^4\rangle=1/5$ and $\langle n_z^2e_z^2\rangle=1/15$. Terms odd in $\mathbf e$ vanish, and $n_xe_x+n_ye_y=-n_ze_z$. The two terms average to

$$r^2\Big(\frac{2a^2}{15}+\frac{4b^2}{15}\Big)\quad\text{and}\quad r^2\Big(\frac{2a^2}{15}-\frac{b^2}{15}\Big).$$

Their difference is $r^2b^2/3$. The norm $|v|^2=u_x^2+u_y^2$ averages to $2r^2b^2/3$. The ratio is $1/2$ for every $r$ and $R$, so

$$W=-\frac{3\alpha^2}{4}\Big\langle\frac1{r_{12}^3}\Big\rangle_{^3P}<0.$$

The integral converges because the triplet function vanishes at $r_{12}=0$. Thus $W$ reduces the splitting of $p^2$, where $A>0$, and enlarges that of $p^4$, where $A<0$.

## (c) The fit and the spin-spin interaction

**Question.** Fit $H_K$ to the full levels by least squares, with weights $2J+1$ and a free common shift. What does the spin-spin interaction do to the fitted charge?

**Answer.** $H_K$ gives $E_J=A_Kx_J$, where $x_J=\langle\mathbf L\cdot\mathbf S\rangle_J$. For ³P, $x_J=1,-1,-2$ for $J=2,1,0$. The weighted sum of the $x_J$ is $5-3-2=0$, so the common shift decouples and

$$A=\frac{\sum_J(2J+1)x_JE_J}{\sum_J(2J+1)x_J^2}=\frac{5E_2-3E_1-2E_0}{12}.$$

$H_{SS}$ couples a rank-2 spin tensor to a rank-2 orbital tensor. Within one term it is proportional to the contraction of the traceless symmetric products of $\mathbf L$ and $\mathbf S$. Reordering the factors with $[L_i,L_j]=i\epsilon_{ijk}L_k$ and $\mathbf S\times\mathbf S=i\mathbf S$ gives

$$(\mathbf L\cdot\mathbf S)^2+\tfrac12\mathbf L\cdot\mathbf S-\tfrac13L^2S^2.$$

With $L^2=S^2=2$ this equals $1/6,-5/6,10/6$ for $J=2,1,0$. The weighted overlap of the pattern $1:-5:10$ with $x_J$ is $5+15-20=0$. The spin-spin interaction therefore leaves the fitted charge unchanged and remains in the level residuals. For $S=1/2$ a rank-2 spin tensor has no matrix elements within the term.

Let $\kappa$ be the value of $\lambda$ for unit nuclear charge without two-electron terms. In an atom $\kappa=(\alpha^2/2)\langle r^{-3}\rangle$. A unit charge gives $A_{unit}=\kappa/2,\,-\kappa/2,\,-\kappa$ for $p^2,p^4,p^5$. Since $Z_{\mathrm{eff}}=A/A_{unit}$,

$$Z_{\mathrm{eff}}(p^2)=\frac{\lambda_{core}+2W}{\kappa},\quad Z_{\mathrm{eff}}(p^4)=\frac{\lambda_{full}-2W}{\kappa},\quad Z_{\mathrm{eff}}(p^5)=\frac{\lambda_{full}}{\kappa}.$$

The spin-spin shift also measures $W$. In the state $M_L=M_S=1$, which belongs to $J=2$, the spin factor is $\tfrac14(1-3n_z^2)$. Since $\mathbf u\perp\mathbf n$, the average of $n_z^2$ weighted by $u_x^2+u_y^2$ is $(1/3-1/15)/(2/3)=2/5$. Therefore

$$E_{SS}(J{=}2)=\frac{\alpha^2}{4}\Big(1-\frac65\Big)\Big\langle\frac1{r_{12}^3}\Big\rangle=-\frac{\alpha^2}{20}\Big\langle\frac1{r_{12}^3}\Big\rangle,\qquad W=15\,E_{SS}(J{=}2).$$

The same relation holds for the two holes of $p^4$. The spin-spin mean field of a filled shell vanishes: its direct part contains the trace of a spin, and its exchange part contracts $s_ks_l$ of one electron, whose symmetric part is $\delta_{kl}/4$, with a traceless tensor. Only the mutual interaction of the two removed electrons remains, and time reversal equates it to that of $p_+\alpha$ and $p_0\alpha$.

## (d) Nitrogen

**Question.** Can a charge be fitted to the first-order splittings of neutral nitrogen, $2p^3$?

**Answer.** No. The terms are ⁴S, ²D and ²P. A one-electron operator $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ has diagonal elements $\zeta\sum_i m_lm_s$.

The sole determinant with $M_L=2$, $M_S=1/2$ is $|p_+\alpha\,p_+\beta\,p_0\alpha|$. It belongs to ²D and gives $\zeta(\tfrac12-\tfrac12+0)=0$, so $A(^2D)=0$.

At $M_L=1$, $M_S=1/2$ there are two determinants. $|p_+\alpha\,p_+\beta\,p_-\alpha|$ gives $-\zeta/2$ and $|p_+\alpha\,p_0\alpha\,p_0\beta|$ gives $+\zeta/2$. Their sum equals the sum of the ²D and ²P energies in that subspace. Since the ²D energy is zero, $A(^2P)=0$. The ⁴S term has $L=0$ and does not split.

Thus $H_K$ predicts zero for every charge. The closed-shell mean field has the same one-electron form and vanishes too. The interaction within the open shell does not: with the orbitals optimized for ⁴S, the full first-order intervals $E_{L+1/2}-E_{L-1/2}$ are $-13.6$ cm⁻¹ for ²D and $-5.5$ cm⁻¹ for ²P. $H_K$ does couple ²D to ²P, but this affects the levels in second order, which is outside the present fit. Nitrogen is therefore represented below by N⁺, whose ground term is $2p^2$ ³P.

## (e) The fitted charges

**Question.** Obtain the charges for C, N⁺, O and F, and interpret the screening.

**Answer.** The heavy atoms carry the uncontracted $s$ and $p$ functions of cc-pVTZ and one added tight $p$ function. For carbon the levels $J=2,1,0$ lie at $13.429$, $-12.785$ and $-28.792$ cm⁻¹:

$$A=\frac{5(13.429)+3(12.785)+2(28.792)}{12}=13.59\ \mathrm{cm^{-1}},$$

$$Z_{\mathrm{eff}}=\frac{2(13.590)}{9.823}=2.767.$$

| | $\kappa$ / cm⁻¹ | $A$ / cm⁻¹ | $Z_{\mathrm{eff}}$ |
|---|---|---|---|
| C | 9.823 | 13.59 | 2.767 |
| N⁺ | 22.245 | 41.92 | 3.769 |
| O | 28.875 | −79.90 | 5.534 |
| F | 43.795 | −265.77 | 6.069 |

The main results in hartree are $A=6.19\times10^{-5}$ for carbon and $-1.211\times10^{-3}$ for fluorine. The digits shown belong to this basis, which is not complete near the nucleus. Near the Hartree-Fock limit $\kappa$ is larger by 0.6 to 0.7 %, $|A|$ by 0.9 to 1.2 % (13.76 cm⁻¹ for carbon, −268.2 cm⁻¹ for fluorine) and $Z_{\mathrm{eff}}$ by 0.011 to 0.016. The pair terms discussed below move by less than 0.01.

The fit reproduces $A$ but not each ³P interval. For carbon $E_1-E_0$ is 16.01 cm⁻¹ in the full calculation and 13.59 cm⁻¹ in the fit. The difference is the spin-spin interaction.

The $1s^2$ shell removes about 2.58 units of charge from carbon, although it holds two electrons. The direct part of $1s^2$ and $2s^2$ together is 1.58, so at least 1.00 of the $1s^2$ effect comes from the exchange terms of part (a). $Z_{\mathrm{eff}}$ is thus a fitted parameter, not the charge seen by a test particle.

The charge rises by 1.77 from N⁺ to O and by 0.53 from O to F. In oxygen the electrons outside $1s^2$ even appear to screen by $-0.11$. Part (c) allows this to be traced. The $J=2$ residual of oxygen is $-80.363+79.902=-0.461$ cm⁻¹, so $W=-6.9$ cm⁻¹ and the pair term adds $-2W/\kappa=0.48$ to the charge. Without it the outer screening would be $+0.37$, close to the 0.36 of fluorine, which has no pair term.

For carbon the residual is $-0.161$ cm⁻¹, so $W=-2.4$ cm⁻¹ and the charge is lowered by 0.49. For N⁺ it is lowered by 0.53. Of the rise of 1.77 from N⁺ to O, 1.00 is the step in nuclear charge and $0.53+0.48=1.01$ is the reversed effect of $W$ on the charge found in parts (b) and (c). Stronger mean-field screening in oxygen takes back about 0.25.

## (f) Transfer to the hydrides

**Question.** Predict the ²Π splittings of CH, NH⁺, OH and HF⁺. Compare them with the full operator, and with the simpler assumption that the atomic constant $\zeta=Z_{\mathrm{eff}}\kappa_{atom}$ carries over.

**Answer.** CH and NH⁺ are $\pi^1$, OH and HF⁺ are $\pi^3$. Hydrogen keeps its bare charge 1 in $H_K$, so

$$A_K=\pm(Z_{\mathrm{eff}}\kappa_X+\kappa_H),$$

with the plus sign for $\pi^1$. The heavy atom also carries the $d$ function of cc-pVDZ, and hydrogen has uncontracted cc-pVDZ. Each bond length is the vertex of a three-point energy parabola in the same model. For CH,

$$A_K=2.767(9.402)+0.600=26.61\ \mathrm{cm^{-1}},$$

against 28.35 cm⁻¹ from the full operator, an error of $-6.1$ %. Errors are relative to the full first-order value with the same orbitals, and a positive one means that the magnitude is too large.

| | Full $A$ / cm⁻¹ | $A_K$ / cm⁻¹ | Error of $A_K$ | Error with $\zeta$ |
|---|---|---|---|---|
| CH | 28.35 | 26.61 | −6.1 % | −4.1 % |
| NH⁺ | 83.31 | 78.88 | −5.3 % | 0.6 % |
| OH | −139.95 | −151.03 | 7.9 % | 14.2 % |
| HF⁺ | −290.94 | −288.11 | −1.0 % | −8.6 % |

In this basis the charges transfer to within about 8 % in these four cases, with a mean absolute error of 5.1 %. For $\zeta$ the mean is 6.9 % and the largest error 14.2 %. The charge is not better everywhere: $\zeta$ does better for CH and NH⁺.

The advantage of a charge is that $\kappa_X$ is recomputed in the molecule. In HF⁺ it is 8.1 % larger than in F, which $\zeta$ cannot follow. In NH⁺ it is 6.8 % smaller than in N⁺, but the heavy-atom charge needed to reproduce the molecular splitting is larger (3.98 against 3.77, see part (g)), and this and the proton term $\kappa_H$ nearly compensate. The small error of $\zeta$ there is a cancellation.

## (g) Where the transfer error comes from

**Question.** Separate the error of $Z_{\mathrm{eff}}$ into physical contributions, and state the limits of the test.

**Answer.** The heavy-atom charge that would reproduce each molecule is

$$Z_{mol}=\frac{|A|-\kappa_H}{\kappa_X}.$$

It is 2.951, 3.982, 5.126 and 6.128 for CH, NH⁺, OH and HF⁺. The $1s^2$ screening differs by less than 0.002 between each atom and its hydride, so the error lies in the valence shell.

The hydrides have one open electron or one hole and hence no $W$. The atomic charges of C, N⁺ and O do contain it. Splitting $Z_{\mathrm{eff}}-Z_{mol}$ into the pair term and the remaining mean-field difference gives

$$\begin{aligned}
\mathrm{C/CH}:&\quad -0.18=-0.49+0.31,\\
\mathrm{N^+/NH^+}:&\quad -0.21=-0.53+0.32,\\
\mathrm{O/OH}:&\quad +0.41=+0.48-0.07.
\end{aligned}$$

For fluorine there is no pair term, and the whole difference is $-0.06$.

In the first two rows the positive part has a definite origin. The atomic mean field beyond $1s^2$ is that of $2s^2$, whereas the hydride has two valence pairs, $2\sigma^2$ and $3\sigma^2$, which screen more. This partly cancels the missing pair term. Removing $W$ from the carbon charge would give $Z=3.259$ and

$$A_K=3.259(9.402)+0.600=31.2\ \mathrm{cm^{-1}},$$

an error of about $+10$ %, worse than before. For OH the same removal gives $5.055(27.11)+0.99=138.0$ cm⁻¹ in magnitude and reduces the error to about $-1.4$ %. A charge taken from a ³P atom therefore carries information about its term as well as its element.

The proton term changes the error by $\kappa_H/|A|$, which runs from 0.3 percentage points for HF⁺ to 2.1 for CH. Without the proton term, CH would give $2.767(9.402)=26.0$ cm⁻¹ and an error of $-8.2$ %. OH would give 150.0 cm⁻¹ in magnitude and an error of $+7.2$ %. The choice helps one molecule and harms the other.

The full values are a reference for the operator, not for experiment. They omit electron correlation, second-order spin-orbit coupling, vibration and higher relativistic corrections, and the tables refer to a single basis. A larger one (quadruple-zeta $s$ and $p$ with two tight $p$ functions, two $d$ functions, triple-zeta hydrogen) raises the full $A$ of CH and NH⁺ by 0.6 and 0.8 % and moves their errors by 0.1 to 0.5 percentage points. The fitted charges belong to these orbitals. Pseudopotentials that alter the valence orbitals near the nucleus change $\langle r^{-3}\rangle$, and the charges must then be fitted again. The first-order treatment also fails when the spin-orbit operator couples the term to another electronic state whose energy separation is comparable to that coupling. NH⁺ is such a case. With correlation included its ⁴Σ⁻ state lies within a few hundred cm⁻¹ of ²Π, and at the Hartree-Fock level it lies below. The value of $A$ given for NH⁺ is therefore the diagonal constant of the ²Π term, not its observed splitting.

The closed formulas for $A$, with $W$ as an orbital integral, were tested against explicit determinant matrices that include the core electrons. The relation $W=15E_{SS}(J{=}2)$ rests on the derivation above. The remaining values are in the numerical output.

## Calculated quantities

```
alpha^2/2 = 2.662568e-05 (a.u.); 1 hartree = 219474.631 cm^-1
C: E(HF) = -37.686923 hartree; <r^-3> = 1.6810 bohr^-3; kappa = 9.8233 cm^-1
C: A = 13.5904 cm^-1; Z_eff = 2.7670; Z_eff/Z = 0.4612; zeta = 27.1808 cm^-1
C: screening charge by 1s^2 = 2.5820, by the rest = 0.6510; direct part of 1s^2 2s^2 = 1.5754
C: full levels J = 2, 1, 0: 13.4292, -12.7846, -28.7924 cm^-1
C: fitted levels J = 2, 1, 0: 13.5904, -13.5904, -27.1808 cm^-1
N+: E(HF) = -53.885010 hartree; <r^-3> = 3.8067 bohr^-3; kappa = 22.2453 cm^-1
N+: A = 41.9189 cm^-1; Z_eff = 3.7688; Z_eff/Z = 0.5384; zeta = 83.8378 cm^-1
N+: screening charge by 1s^2 = 2.5834, by the rest = 0.6478; direct part of 1s^2 2s^2 = 1.5271
N+: full levels J = 2, 1, 0: 41.5241, -39.9450, -87.7855 cm^-1
N+: fitted levels J = 2, 1, 0: 41.9189, -41.9189, -83.8378 cm^-1
O: E(HF) = -74.804252 hartree; <r^-3> = 4.9412 bohr^-3; kappa = 28.8745 cm^-1
O: A = -79.9017 cm^-1; Z_eff = 5.5344; Z_eff/Z = 0.6918; zeta = 159.8035 cm^-1
O: screening charge by 1s^2 = 2.5758, by the rest = -0.1102; direct part of 1s^2 2s^2 = 1.5273
O: full levels J = 2, 1, 0: -80.3627, 82.2067, 155.1934 cm^-1
O: fitted levels J = 2, 1, 0: -79.9017, 79.9017, 159.8035 cm^-1
F: E(HF) = -99.401208 hartree; <r^-3> = 7.4944 bohr^-3; kappa = 43.7948 cm^-1
F: A = -265.7725 cm^-1; Z_eff = 6.0686; Z_eff/Z = 0.6743; zeta = 265.7725 cm^-1
F: screening charge by 1s^2 = 2.5728, by the rest = 0.3586; direct part of 1s^2 2s^2 = 1.5131
F: full levels J = 3/2, 1/2: -132.8862, 265.7725 cm^-1
F: fitted levels J = 3/2, 1/2: -132.8862, 265.7725 cm^-1
N p^3 2D: first-order full splitting E(J=L+1/2)-E(J=L-1/2) = -13.62840 cm^-1; largest unit-charge element = 4.7e-13 cm^-1
N p^3 2P: first-order full splitting E(J=L+1/2)-E(J=L-1/2) = -5.52503 cm^-1; largest unit-charge element = 5.7e-13 cm^-1
N p^3: largest 2D-2P unit-charge singular value = 20.1233 cm^-1
CH: R = 2.1051 bohr; E(HF) = -38.274686 hartree
CH: A full = 28.3468 cm^-1; A from atomic Z_eff = 26.6142 cm^-1; error = -6.11 %
CH: A from atomic zeta = 27.1808 cm^-1; error = -4.11 %
CH: kappa_X = 9.4016 cm^-1; kappa_X/kappa_atom = 0.9571; kappa_H = 0.60006 cm^-1
CH: charge needed Z_mol = 2.9513; screening charge by 1s^2 = 2.5803, by the rest = 0.4684
NH+: R = 1.9977 bohr; E(HF) = -54.503295 hartree
NH+: A full = 83.3050 cm^-1; A from atomic Z_eff = 78.8835 cm^-1; error = -5.31 %
NH+: A from atomic zeta = 83.8378 cm^-1; error = 0.64 %
NH+: kappa_X = 20.7298 cm^-1; kappa_X/kappa_atom = 0.9319; kappa_H = 0.75739 cm^-1
NH+: charge needed Z_mol = 3.9821; screening charge by 1s^2 = 2.5816, by the rest = 0.4363
OH: R = 1.8086 bohr; E(HF) = -75.411261 hartree
OH: A full = -139.9526 cm^-1; A from atomic Z_eff = -151.0337 cm^-1; error = 7.92 %
OH: A from atomic zeta = -159.8035 cm^-1; error = 14.18 %
OH: kappa_X = 27.1114 cm^-1; kappa_X/kappa_atom = 0.9389; kappa_H = 0.98772 cm^-1
OH: charge needed Z_mol = 5.1257; screening charge by 1s^2 = 2.5743, by the rest = 0.3000
HF+: R = 1.8605 bohr; E(HF) = -99.529377 hartree
HF+: A full = -290.9354 cm^-1; A from atomic Z_eff = -288.1063 cm^-1; error = -0.97 %
HF+: A from atomic zeta = -265.7725 cm^-1; error = -8.65 %
HF+: kappa_X = 47.3207 cm^-1; kappa_X/kappa_atom = 1.0805; kappa_H = 0.93657 cm^-1
HF+: charge needed Z_mol = 6.1284; screening charge by 1s^2 = 2.5739, by the rest = 0.2977
mean absolute error: atomic Z_eff 5.08 %, atomic zeta 6.90 %
largest absolute error: atomic Z_eff 7.92 %, atomic zeta 14.18 %
```
